# Comment on raising the Padé order: noise, Froissart doublets and rank truncation

**The argument under review.** The manuscript continues a dipole polarizability from its low-frequency Taylor coefficients to imaginary frequency in order to obtain $C_6$. It argues that $[n-1/n]$ matches $2n$ coefficients, so that raising $n$ uses more information and cannot make the result worse, and it takes the highest order the data allow. The coefficients carry a finite numerical error. The argument has a sound core for exact coefficients. It fails for the manuscript's data, and the manuscript needs revision.

### 1. Conventions

Hartree atomic units are used. With a reference frequency $\omega_0$ and $z=(\omega/\omega_0)^2$,

$$f(z)=\sum_{j=1}^r\frac{f_j}{\omega_j^2-\omega^2}=\sum_{j=1}^r\frac{w_j}{1-\lambda_jz}=\frac{p}{q}=\sum_kc_kz^k,$$

where $w_j=f_j/\omega_j^2>0$, the $\lambda_j=\omega_0^2/\omega_j^2$ are distinct, $q=\prod_j(1-\lambda_jz)$, $\deg p=r-1$ and $c_k=\sum_jw_j\lambda_j^k$. The poles are $z_j=1/\lambda_j$, with residues $\rho_j=-w_jz_j$, since $w_j/(1-\lambda_jz)=-w_jz_j/(z-z_j)$.

The data are $\tilde f=f+\varepsilon\eta$, $\eta=\sum_k\eta_kz^k$. The approximant $[m/n]=a/b$ has $\deg a\le m$, $\deg b\le n$ and $\tilde fb-a=O(z^{m+n+1})$; here $m=n-1$ and $n\ge r$. $T_N$ truncates a series at degree $N$, and $[\cdot]_k$ is the coefficient of $z^k$. Orders $0$ to $m$ give $a=T_m[\tilde fb]$. Orders $m+1$ to $m+n$ give $(C+\varepsilon E)\,b=0$, with $n\times(n+1)$ matrices $C_{ij}=c_{m+i-j}$, $E_{ij}=\eta_{m+i-j}$, $i=1..n$, $j=0..n$.

### 2. What is right for exact data

Let $f=\int d\mu(\lambda)/(1-\lambda z)$ with $\mu\ge0$ a continuum on $[0,L]$. Let $P$ be the monic orthogonal polynomial of degree $n$, with zeros $\lambda_i$ in $(0,L)$. The Gauss rule on these nodes, with weights $W_i$, integrates $\lambda^k$ exactly for $k\le2n-1$. Hence $G=\sum_iW_i/(1-\lambda_iz)$ has the coefficients $c_0..c_{2n-1}$. It equals $[n-1/n]$: for two such fractions, $a_1b_2-a_2b_1$ is $O(z^{2n})$ and of degree at most $2n-1$, so it vanishes. With $x=1/z$,

$$\frac1{1-\lambda z}=\frac{x}{x-\lambda}=x\,\frac{P(x)^2-P(\lambda)^2}{P(x)^2(x-\lambda)}+\frac{P(\lambda)^2}{P(x)^2}\,\frac1{1-\lambda z}.$$

The first term is a polynomial in $\lambda$ of degree $2n-1$, which the rule integrates exactly, and the second vanishes at the nodes. Therefore

$$f-[n-1/n]=\frac1{P(1/z)^2}\int\frac{P(\lambda)^2\,d\mu}{1-\lambda z},$$

which is positive for real nonzero $z<1/L$. The error also decreases with $n$. The $(n+1)$-point Gauss measure has the same moments as $\mu$ up to order $2n+1$, so $P$ and the $n$-point rule are the same for both measures. Applying the identity to that measure gives $[n/n+1]-[n-1/n]=P(1/z)^{-2}\sum_iW_i'P(\lambda_i')^2/(1-\lambda_i'z)>0$, where $\lambda_i'$, $W_i'$ are its nodes and weights. For $z<0$ one has $1-\lambda z\ge1$ and $|P(1/z)|\ge|z|^{-n}$. Any monic polynomial of degree $n$ is $P$ plus a part orthogonal to $P$, so $\int P^2d\mu$ is at most the value for the monic Chebyshev polynomial, whose maximum on $[0,L]$ is $2(L/4)^n$. The error is thus bounded by $4c_0(L|z|/4)^{2n}$, which falls geometrically for $|z|<4/L$.

For $r$ discrete lines the gain stops at $n=r$. All indices obey $m+i-j\ge0$, so $(Cb)_i=\sum_lw_l\lambda_l^{m+i}\,b(z_l)$. The $r$ columns $(\lambda_l^{i})_{i=1..n}$ are independent (Vandermonde, $n\ge r$), so $Cb=0$ holds if and only if $b(z_l)=0$ for each $l$. Thus $b=qs$ with $\deg s\le n-r$, the null space has dimension $n-r+1$, and $\operatorname{rank}C=r$. Further $a=T_m[ps]=ps$, as $\deg ps\le n-1=m$. The factor $s$ is undetermined and cancels: $a/b=f$.

### 3. The step that fails

With noise, $s$ becomes determined and, in general, no longer cancels. For a unit null vector write $b=b_\parallel+b_\perp$ with $Cb_\parallel=0$. Then $\sigma_r\|b_\perp\|\le\|Cb\|=\varepsilon\|Eb\|$, where $\sigma_r$ is the smallest nonzero singular value of $C$. So $b=qs+O(\varepsilon\|E\|/\sigma_r)$, with $\|E\|$ the spectral norm.

Insert $a=(f+\varepsilon\eta)b+O(z^{m+n+1})$ and use $fq=p$:

$$aq-pb=\varepsilon\,q\eta b+O(z^{m+n+1}).$$

The left side is a polynomial of degree at most $\max(m+r,\,n+r-1)=m+r\le m+n$. Comparing coefficients gives, for any $\varepsilon$,

$$aq-pb=\varepsilon T_{m+r}[q\eta b],\qquad[q\eta b]_k=0\quad(k=m+r+1..m+n).\tag{1}$$

Put $b=qs+O(\varepsilon)$ and $g=q^2\eta$. The $n-r$ conditions become $[gs]_k=0$ at leading order, and these define the denominator of $[m+r/n-r]$ for the series $g$. Assume they fix $s$ up to a factor, and set $t=T_{m+r}[gs]$. Dividing (1) by $qb$,

$$\frac ab-f=\frac{\varepsilon T_{m+r}[q\eta b]}{qb}=\varepsilon\,\frac{t}{s\,q^2}+O(\varepsilon^2)\tag{2}$$

away from the zeros of $s$ and $q$. The error is $\varepsilon/q^2$ times a Padé approximant, $t/s$, of the filtered noise $g$. Its consequences, at leading order in $\varepsilon$, are these.

The $n-r$ extra poles lie at the zeros $\zeta$ of $s$, which depend on the pattern $\eta$ and not on $\varepsilon$. Better data of the same pattern do not move them away.

At a simple zero with $q(\zeta)\ne0$, (1) gives $a(\zeta)=\varepsilon T_{m+r}[q\eta b](\zeta)/q(\zeta)$, and $b'(\zeta)\to q(\zeta)s'(\zeta)$, so the residue is

$$R=\frac{a(\zeta)}{b'(\zeta)}\simeq\frac{\varepsilon\,t(\zeta)}{s'(\zeta)\,q(\zeta)^2}.\tag{3}$$

Near $\zeta$, $a/b=R/(z-\zeta)+f(\zeta)+\dots$, which vanishes at $z=\zeta-R/f(\zeta)$ if $f(\zeta)\neq0$. This pole and zero, $O(\varepsilon)$ apart, form the Froissart doublet. The error exceeds a level $\delta\gg\varepsilon$ within $|z-\zeta|<|R|/\delta$, a width $2|R|/\delta$ on a line through the pole.

A true pole displaced by $\delta_j$ contributes $\rho_j/(z-z_j-\delta_j)\simeq\rho_j/(z-z_j)+\rho_j\delta_j/(z-z_j)^2$. In (2), $q^2\simeq q'(z_j)^2(z-z_j)^2$, and matching the double poles gives

$$\delta_j=\frac{\varepsilon\,(t/s)(z_j)}{q'(z_j)^2\rho_j}.\tag{4}$$

For $n=r+1$, $s=1+s_1z$ and the one condition is $g_{m+r+1}+s_1g_{m+r}=0$, so $\zeta=-1/s_1=g_{m+r}/g_{m+r+1}$.

The manuscript might reply that the extra poles go far away. For independent Gaussian $\eta_k$ of equal variance they do not. The conditions $\sum_jg_{k-j}s_j=0$, $k=n+r..2n-1$, $j=0..n-r$, involve $g_{2r}..g_{2n-1}$. Each of these is the full sum $\sum_{i=0}^{2r}[q^2]_i\eta_{k-i}$, so they are zero-mean Gaussian with covariance depending on $|k-k'|$ alone, and their joint law is unchanged by $g_k\to g_{2r+2n-1-k}$. This reflection maps $k\to3n+r-1-k$, which permutes the conditions, and $j\to n-r-j$, which reverses the coefficients of $s$ and sends $\zeta\to1/\zeta$. On average $(n-r)/2$ extra poles lie in $|z|<1$, the radius at which the noise is white.

### 4. An example with the manuscript's observable

Take round model values $\omega_j=0.5,\,1.0$ Ha, $f_j=1,\,1$, $\omega_0=0.4$ Ha. Then $w_j=4,\,1$ bohr³, $\lambda_j=0.64,\,0.16$, $z_j=1.5625,\,6.25$, both $\rho_j=-6.25$ bohr³, $q=1-0.8z+0.1024z^2$ and $q^2=1-1.6z+0.8448z^2-\dots$. The coefficients $c_k=4(0.64)^k+(0.16)^k$ are $5,\ 2.72,\ 1.664,\ 1.052672,\ 0.671744,\ 0.4296016$ bohr³. Rounding to four decimals ($\varepsilon=10^{-4}$) changes the last three to $1.0527,\ 0.6717,\ 0.4296$, so $\eta_{0..2}=0$ and $\eta_{3..5}=0.28,\,-0.44,\,-0.015872$ bohr³.

For $[2/3]$ at leading order:

- $g_3=0.28$ and $g_4=-0.44-1.6(0.28)=-0.888$;
- $g_5=-0.015872+1.6(0.44)+0.8448(0.28)=0.924672$;
- $\zeta=g_4/g_5=-0.960341$ and $s_1=1.04130$;
- $t=0.28z^3+(-0.888+1.04130\times0.28)z^4=0.28z^3-0.5964z^4$, so $t(\zeta)=-0.7553$ bohr³, and $q(\zeta)=1.8627$;
- $R=10^{-4}(-0.7553)/(1.04130\times1.8627^2)=-2.0905\times10^{-5}$ bohr³.

Solving the three linear equations with $b_0=1$ directly gives $b=1+0.241387z-0.730425z^2+0.106478z^3$ and $a=5+3.926935z-1.331552z^2$. The roots of $b$ are $-0.960466,\ 1.562566,\ 6.257796$. The first has $R=-2.0918\times10^{-5}$ bohr³, and with $f(\zeta)=3.3440$ bohr³ the offset $-R/f$ is $6.255\times10^{-6}$, where the nearest root of $a$ lies. The absolute error exceeds $0.01$ bohr³ over a width $2|R|/0.01=4.18\times10^{-3}$ in $z$, while farther along the negative axis it is of order $\varepsilon$: $1.2\times10^{-4}$ bohr³ at $z=-2$ and $1.8\times10^{-4}$ bohr³ at $z=-10$. At $z=0.5$ it is only $-3.8\times10^{-7}$ bohr³, because $t$ vanishes nearby, at $z=0.28/0.5964=0.47$. The damage from the doublet is unbounded but local.

Imaginary frequency $\omega=iu$ means $z=-u^2/\omega_0^2$, so the doublet lies on the path of the Casimir–Polder integral $C_6=(3/\pi)\int_0^\infty\alpha(iu)^2du$, at $u_0=0.4\sqrt{0.960466}=0.39201$ Ha $=10.667$ eV. The true $\alpha(iu)=\sum_jf_j/(\omega_j^2+u^2)$ is smooth there. Partial fractions give

$$\int_0^\infty\!\frac{du}{(A^2+u^2)(B^2+u^2)}=\frac1{B^2-A^2}\Big(\frac\pi{2A}-\frac\pi{2B}\Big)=\frac{\pi}{2AB(A+B)},$$

with the same final form at $A=B$ by continuity, so $C_6=\tfrac32\sum_{ij}f_if_j/[\omega_i\omega_j(\omega_i+\omega_j)]=\tfrac32\big(4+\tfrac83+\tfrac12\big)=10.75$ Ha bohr⁶. Near $u_0$, $z-\zeta\simeq-(2u_0/\omega_0^2)(u-u_0)$, so the pole term is $R_u/(u-u_0)$ with $R_u=-R\omega_0^2/(2u_0)=2.0918\times10^{-5}\times0.16/(2\times0.39201)=4.269\times10^{-6}$ bohr³ Ha. Exclude $|u-u_0|<\Delta$. The cross term $2\alpha R_u/(u-u_0)$ is odd and cancels at leading order, and the square gives $R_u^2/\Delta$ on each side, in total $(6/\pi)R_u^2/\Delta$. The $[2/3]$ value of $C_6$ is infinite. The excess reaches 1% of $10.75$ at $\Delta=(6/\pi)R_u^2/0.1075=3.2\times10^{-10}$ Ha. This window does not describe a quadrature: a single node of weight $h$ at $u=u_0+d$ adds an error of about $(3/\pi)h\,(2\alpha R_u/d+R_u^2/d^2)$, in which the odd term does not cancel, and which grows without bound as $d\to0$. On a grid with no node close to $u_0$ the effect is modest. With the true $\alpha$ used inside $\Delta=10^{-2}$ Ha, the $[2/3]$ value is off by $+6.6\times10^{-4}$ Ha bohr⁶. Gauss–Legendre grids of 12 to 100 nodes, mapped by $u=0.3(1+x)/(1-x)$ Ha, give errors between $-2.1\times10^{-4}$ and $+8.8\times10^{-4}$ Ha bohr⁶ relative to the true $\alpha$ on the same grid, varying with the grid, against a steady $-2.4\times10^{-4}$ for $[1/2]$ (section 5). This one case refutes "cannot make the result worse".

### 5. The correction: lower the degree to the numerical rank

Since $\sigma_i(M)$ is the maximum over $i$-dimensional subspaces of the minimum of $\|Mv\|$ over unit $v$, and $\|(C+\varepsilon E)v\|$ differs from $\|Cv\|$ by at most $\varepsilon\|E\|$, Weyl's inequality holds: $|\sigma_i(C+\varepsilon E)-\sigma_i(C)|\le\varepsilon\|E\|$. The Frobenius norm gives $\|E\|\le\sqrt{n(n+1)}\max|\eta_k|$. The $n-r$ zero singular values rise to at most $\varepsilon\|E\|$, and $\sigma_r$ falls by at most that. If

$$\varepsilon\|E\|<\tau<\sigma_r(C)-\varepsilon\|E\|,\tag{5}$$

the number $\varrho$ of noisy singular values above $\tau$ equals $r$. The robust Padé procedure sets $m\to m-(n-\varrho)$, $n\to\varrho$, rebuilds the matrix and repeats until $\varrho=n$. If (5) also holds for the rebuilt matrix, it stops at $[r-1/r]$. There $s=1$, $b=q+O(\varepsilon)$ has $r$ roots near the $z_j$ and no others, and (2) gives the error $\varepsilon T_{2r-1}[g]/q^2$.

In the example, numerical SVD gives $7.243,\ 0.2280,\ 6.27\times10^{-5}$ bohr³, and $\varepsilon\|E\|=6.42\times10^{-5}$ bohr³. Rounding guarantees $|\eta_k|\le\tfrac12$, so $\tau=10^{-4}\times\tfrac12\sqrt{12}=1.73\times10^{-4}$ bohr³ can be set without knowing $\eta$. Then $\varrho=2$; the $[1/2]$ matrix has $6.813$ and $0.1738$ bohr³, and the loop stops. Now $b=1-0.800152z+0.102483z^2$, $a=5-1.280760z$, with poles $1.562426$ and $6.245257$, that is resonances at $0.499988$ and $0.999620$ Ha ($13.6054$ and $27.2011$ eV). In (4), $t=0.28z^3$ and $q'(z_j)=\mp0.48$, so $\delta_2=10^{-4}(0.28)(6.25)^3/[(0.48)^2(-6.25)]=-4.747\times10^{-3}$ against the direct $-4.743\times10^{-3}$; for $\delta_1$ the pair is $-7.417\times10^{-5}$ and $-7.419\times10^{-5}$. Adaptive quadrature gives $C_6=10.74976$ Ha bohr⁶, an error of $-2.37\times10^{-4}$ from $10.75$. Its sign follows from $\delta C_6=(6/\pi)\int\alpha\,\delta\alpha\,du$ with $\delta\alpha=0.28\,\varepsilon z^3/q^2<0$ for $z<0$.

### 6. Limits the revision must state

*The degree must drop.* Discarding the third singular value while keeping $n=3$ leaves a two-dimensional null space within $O(\varepsilon)$ of the span of $q$ and $zq$. The shortest coefficient vector $q+s_1zq$ has $s_1=-\langle q,zq\rangle/\langle zq,zq\rangle=0.88192/1.650486$, with root $-1/s_1=-1.8715$. Computed from the noisy SVD, the pole is at $-1.8721$ with residue $-1.78\times10^{-4}$ bohr³: again on the $C_6$ path, and stronger than before.

*A small residue does not prove a pole spurious, and truncation can delete a real one.* Add a line at $0.8$ Ha with $f_3=10^{-4}$, so $z_3=4$ and $\rho_3=-(10^{-4}/0.64)\times4=-6.25\times10^{-4}$ bohr³, about thirty times the doublet's residue. With exact coefficients $[2/3]$ reproduces it (section 2, $r=3$). SVD gives $\sigma_3=1.6\times10^{-7}$ bohr³, below $\tau$; condition (5) fails and the line is removed. At the noise level this $\tau$ belongs to, keeping $n=3$ does not recover the line either: the unreduced $[2/3]$ from coefficients rounded to four decimals has poles $-0.938,\ 1.563,\ 6.26$. With eight decimals the rounding bound is $1.7\times10^{-8}$ bohr³, below $\sigma_3$, and the line is kept, at $z=4.23$.

*Higher order is not uniformly worse.* For 400 draws of Gaussian noise with standard deviation $\varepsilon=10^{-6}$ bohr³ on the two-line model, with $b$ from the SVD null vector, the mean number of poles in $|z|<1$ is $0.54,\ 1.96,\ 4.91$ for $n=3,6,12$, against $(n-r)/2=0.5,\ 2,\ 5$. At least one such pole occurs in 54%, 82% and 98% of draws, with median $|R|/\varepsilon$ between $0.02$ and $0.06$. With $\tau=10^{-4}$ bohr³ each draw reduces to $[1/2]$. Yet the median error of $z_1$, in units of $\varepsilon$/bohr³, is $1.8,\ 1.3,\ 2.2$ before reduction and $2.2,\ 2.4,\ 2.5$ after it, the last three being samples of one quantity. The reduction, which discards $c_4$ onward, does not lower the median error of the true pole. It does shorten the tail at high order: over 4000 draws the 90% quantile at $n=12$ is about 14 before reduction and 6 after, while at $n=3$ and $6$ it is about 6 in both cases. The fraction of draws with a pole on the negative axis, $0.77,\ 0.49,\ 0.62$, is not monotonic in $n$. At $n=3$ the single $\zeta=g_4/g_5$ is real, and the alternating signs of $[q^2]_i$ make the covariance $\sum_i[q^2]_i[q^2]_{i+1}$ of neighbours negative, which favours $\zeta<0$; for larger $n$ the poles may form complex pairs.

*A continuum has no gap.* Take $\mu$ uniform on $[0,0.64]$ with static value 1 bohr³: $f=-\ln(1-0.64z)/(0.64z)$, $c_k=0.64^k/(k+1)$. Absolute errors at $z=-1$ in bohr³, from extended-precision linear solution for exact data and the SVD null vector for rounded data:

| $n$ | 2 | 4 | 6 | 10 |
|---|---|---|---|---|
| exact $c_k$ | $2.5\times10^{-4}$ | $6.0\times10^{-8}$ | $1.4\times10^{-11}$ | $7.5\times10^{-19}$ |
| six decimals | $2.5\times10^{-4}$ | $1.1\times10^{-6}$ | $1.7\times10^{-6}$ | $1.8\times10^{-6}$ |

The exact poles $1/\lambda_i$ lie on the cut $z>1.5625$; five poles of the rounded $[9/10]$ lie off the real half-line $z>1$, and a sixth, at $z=1.102$, lies short of the cut. Its singular values run $1,\ 5\times10^{-2},\ 2\times10^{-3},\ 6\times10^{-5},\ 2\times10^{-6}$ bohr³ and then fall only slowly, from $10^{-6}$ to $3\times10^{-7}$ bohr³. Section 3 assumes finite rank, so reading these poles as doublets of an effective low-rank problem is a conjecture. The choice $\tau=10^{-4}$ bohr³ gives $[2/3]$ with poles $1.760,\ 3.119,\ 13.808$, all on the cut, and errors $4.5\times10^{-6}$ at $z=-1$ and $1.9\times10^{-4}$ bohr³ at $z=0.9$. At $z=-1$ this is worse than the raw $[9/10]$. The loss comes from a $\tau$ set far above the noise. The rounding bound of section 5, $\tfrac12\times10^{-6}\sqrt{n(n+1)}$ bohr³, is $5.2\times10^{-6}$ for $n=10$ and $2.2\times10^{-6}$ for $n=4$. Used as $\tau$ and recomputed for each matrix, it gives $[3/4]$ with poles $1.656,\ 2.195,\ 4.211,\ 19.143$, again all on the cut. The absolute errors are then $1.1\times10^{-6}$ at $z=-1$, below that of the raw $[9/10]$, and $2.4\times10^{-6}$ bohr³ at $z=0.9$, above the raw value there, $4.1\times10^{-7}$ bohr³.

### 7. Requested changes

The authors should state the error of their coefficients and the scale $\omega_0$, and report the singular values of the Padé matrix with the $\tau$ used. They should list all poles and residues of the approximant entering $C_6$, and show that none lies at $z<0$. The claim of improvement with order should be restricted to exact Stieltjes data, and any weak line they report should be accompanied by a singular value above the noise bound.
